# Recovering a filled subgap density from optical absorption

## The problem

An amorphous oxide film has filled electron states in its gap. Light lifts electrons from them into an empty conduction band, whose density of states is modelled as a sharp step: zero below the edge and a constant $G_c$ above it. Let $x>0$ be the depth of a filled state below the edge, and let $D(x)$ be the filled density, that is, the density of states times its occupation, per volume and energy, with both spins counted. The photon energy is $E=\hbar\omega$ and the absorption coefficient is $\alpha(E)$.

The matrix element of the momentum component along the light's polarisation is constant on average. For a filled and an empty state of equal spin in a sample of volume $V$, its mean square is $p_0^2\Omega/V$. The factor $1/V$ arises because the final state is spread over the sample; the coupling volume $\Omega$ sets the strength. We write $E_P=2p_0^2/m$, with $m$ the free-electron mass.

The parameters are round model values: refractive index $n=2.0$, $E_P=4.0$ eV, $\Omega=1.0\times10^{-28}\ \mathrm{m^3}$ and $G_c=5.0\times10^{27}\ \mathrm{m^{-3}\,eV^{-1}}$. They give one filled state at depth below 2.2 eV an absorption cross-section of $2.495\times10^{-21}\ \mathrm{m^2}$ at $E=2.2$ eV. The noise-free absorption is:

| $E$ (eV) | $\alpha$ (m$^{-1}$) | $E$ (eV) | $\alpha$ (m$^{-1}$) |
|---|---|---|---|
| 1.7 | 1.00242e3 | 2.3 | 8.25247e4 |
| 1.8 | 3.46842e3 | 2.4 | 9.62713e4 |
| 1.9 | 9.64911e3 | 2.5 | 1.02628e5 |
| 2.0 | 2.17694e4 | 2.6 | 1.03662e5 |
| 2.1 | 4.03203e4 | 2.7 | 1.02369e5 |
| 2.2 | 6.23755e4 | 2.8 | 1.01458e5 |

Find $D$ near depths 2.2 eV and 2.7 eV, and the number of filled states per volume between depths 1.7 eV and 2.7 eV.

## A tempting solution

A photon of energy $E$ can lift an electron from any depth $x<E$. Once a state is within reach, it meets a constant matrix element and a constant density of final states. Its cross-section $\sigma_{\rm abs}$ should therefore be constant too, so that

$$\alpha(E)=\sigma_{\rm abs}\int_0^E D(x)\,dx,\qquad D(E)=\frac{1}{\sigma_{\rm abs}}\frac{d\alpha}{dE}.$$

Central differences over the neighbouring points give, at 2.2 eV,

$$D\approx\frac{(8.25247-4.03203)\times10^{4}}{0.2\times2.495\times10^{-21}}=8.46\times10^{25}\ \mathrm{m^{-3}\,eV^{-1}}.$$

This looks reasonable. At 2.7 eV, however,

$$D\approx\frac{(1.01458-1.03662)\times10^{5}}{0.2\times2.495\times10^{-21}}=-4.4\times10^{24}\ \mathrm{m^{-3}\,eV^{-1}}.$$

A density of filled states cannot be negative, and the data contain no noise to blame.

## Where the fault lies

The step from a constant matrix element to a constant cross-section is wrong. A cross-section compares absorbed power with light intensity, and both depend on frequency even when the matrix element does not. To see how, we calculate the absorption.

Let the vector potential be $\mathbf A=A_0\boldsymbol\epsilon\cos\omega t$, uniform over the sample. For an electron of charge $-e$, the term linear in the field is $(e/m)\mathbf A\cdot\mathbf p$. The cosine is half the sum of two exponentials, and the one with $e^{-i\omega t}$ drives absorption with amplitude $eA_0p_{fi}/(2m)$, where $p_{fi}$ is the momentum matrix element along $\boldsymbol\epsilon$. To leading order in the field, the golden rule gives the rate

$$w_{fi}=\frac{2\pi}{\hbar}\frac{e^2A_0^2}{4m^2}|p_{fi}|^2\,\delta(E_f-E_i-E).$$

Each transition removes the energy $\hbar\omega$. The absorbed power per volume is therefore

$$\frac{\hbar\omega}{V}\sum_{i,f}w_{fi}=\frac{\pi e^2\omega A_0^2}{2m^2V}\sum_{i,f}|p_{fi}|^2\delta(E_f-E_i-E).$$

The electric field is $-\partial\mathbf A/\partial t$, with amplitude $\omega A_0$. In a weakly absorbing medium the mean intensity is $I=\tfrac12 n\varepsilon_0c\,\omega^2A_0^2$. Local-field corrections are left out, so the field at each state is taken to be this average field. Dividing power per volume by intensity gives

$$\alpha=\frac{\pi e^2}{n\varepsilon_0cm^2\omega V}\sum_{i,f}|p_{fi}|^2\delta(E_f-E_i-E).$$

The power supplied one factor $\omega$ and the intensity two, which leaves $1/\omega$. At fixed intensity, a higher frequency means a smaller vector potential, and it is the vector potential that multiplies the momentum. Thus $\sigma_{\rm abs}\propto1/E$ for a state already within reach.

Replacing the fixed cross-section by its value at each photon energy does not repair the tempting formula. With $N(E)=\int_0^ED\,dx$ and constant $n$, the product rule gives

$$\frac{d\alpha}{dE}=\sigma_{\rm abs}D+N\frac{d\sigma_{\rm abs}}{dE}
=\sigma_{\rm abs}\left(D-\frac{N}{E}\right),$$

because $d\sigma_{\rm abs}/dE=-\sigma_{\rm abs}/E$. The derivative mixes the new states at depth $E$ with the weakening absorption of all shallower ones. Beyond a filled band, $D$ is small while $N$ is not, and the result can turn negative.

## The right solution

**From pairs to densities.** The optical transition conserves spin. For each spin there are $VD(x)\,dx/2$ filled states in $dx$ and $Vg_c(u)\,du/2$ final states in $du$, where $u$ is the final energy above the edge and $g_c$ counts both spins. The energy needed is $x+u$. Summing over two spins and inserting the mean square matrix element,

$$\sum_{i,f}|p_{fi}|^2\delta(E_f-E_i-E)
=2\,\frac V2\,\frac V2\,\frac{p_0^2\Omega}{V}\int D(x)g_c(E-x)\,dx.$$

The prefactor on the right is $Vp_0^2\Omega/2$. Multiplying $\alpha$ by $nE=n\hbar\omega$ removes both $n$ and $\omega$ from its denominator:

$$nE\alpha=\frac{\pi e^2\hbar}{2\varepsilon_0cm^2}\,p_0^2\Omega\int D(x)g_c(E-x)\,dx.$$

The fine-structure constant $\alpha_{\rm fs}$ obeys $e^2/(\varepsilon_0c)=4\pi\alpha_{\rm fs}\hbar$, and $p_0^2=mE_P/2$. The constant in front of the integral becomes

$$\frac{\pi(4\pi\alpha_{\rm fs}\hbar)\hbar}{2m^2}\,\frac{mE_P}{2}\,\Omega
=\pi^2\alpha_{\rm fs}\frac{\hbar^2}{m}E_P\Omega.$$

**Using the sharp step.** The final density is $G_c$ for $x<E$ and zero for $x>E$. Hence

$$S(E)\equiv nE\alpha(E)=B\int_0^E D(x)\,dx,\qquad
B=\pi^2\alpha_{\rm fs}\frac{\hbar^2}{m}E_P\Omega G_c.$$

The weighted absorption counts the filled states within reach. Differentiating with respect to the upper limit leaves the integrand there:

$$D(E)=\frac1B\frac{d}{dE}\left[nE\alpha(E)\right].$$

If $n$ varies with photon energy, it must stay inside the derivative. If it is constant, the derivative of $E\alpha$ is enough. Without a value for $B$, the data give the shape of $D$ but not its absolute size.

The formula assumes that the step states are empty, that no other final states take part and that the levels do not shift during the transition. Empty gap states would violate the second condition: they can receive electrons from deeper filled states, including the valence band. The photon energy must also stay below the gap if the answer is to be read as a subgap density. Above all, the mean square matrix element must depend neither on the depth $x$ nor on the final energy $u$. This is a model assumption that can hold only over a limited range: it gives a state at depth $x$ an oscillator strength $\tfrac12E_P\Omega G_c\ln(E/x)$ up to photon energy $E$, which grows without bound. For a real localised state the element generally varies with $u$ and with the degree of localisation, and the derivative is then no longer a local density.

**Evaluation.** With energies in eV, $E_P\Omega G_c=4.0\times10^{-28}\times5.0\times10^{27}=2.0$, a pure number, and $B=1.09761\times10^{-20}\ \mathrm{eV\,m^2}$. For tabulated data at spacing $h$, the integral form of $S$ gives

$$\frac{S(E+h)-S(E-h)}{2hB}=\frac1{2h}\int_{E-h}^{E+h}D(x)\,dx.$$

A central difference is therefore the mean density in a window of width $2h$, here 0.2 eV. At 2.2 eV the outer points are $S(2.3)=2.0\times2.3\times8.25247\times10^4\approx3.7961\times10^5$ eV/m and, likewise, $S(2.1)\approx1.6935\times10^5$ eV/m. The six-digit values of $S$ used below come from the unrounded absorption and can differ in the last digit from products of the table entries. Thus

$$D\approx\frac{(3.79613-1.69345)\times10^5}{0.2\times1.09761\times10^{-20}}
=9.58\times10^{25}\ \mathrm{m^{-3}\,eV^{-1}},$$

or $9.58\times10^{19}\ \mathrm{cm^{-3}\,eV^{-1}}$. At 2.7 eV,

$$D\approx\frac{(5.68168-5.39040)\times10^5}{0.2\times1.09761\times10^{-20}}
=1.33\times10^{25}\ \mathrm{m^{-3}\,eV^{-1}}.$$

The negative density has gone. The number of states between two depths needs no derivative at all:

$$N(2.7)-N(1.7)=\frac{5.52793\times10^5-3.40823\times10^3}{1.09761\times10^{-20}}
=5.01\times10^{25}\ \mathrm{m^{-3}},$$

or $5.01\times10^{19}\ \mathrm{cm^{-3}}$. The tempting formula would have given $4.06\times10^{25}\ \mathrm{m^{-3}}$, about 19% less.

## Comparison with the density put in

The data were computed from a Gaussian band of $5.0\times10^{25}$ states per m$^3$, centred at depth 2.2 eV with standard deviation $\sigma=0.2$ eV, plus an exponential valence tail. The tail is $10^{27}\ \mathrm{m^{-3}\,eV^{-1}}$ at depth 3.2 eV and falls by a factor $e$ for each 0.1 eV towards the conduction band.

The true densities at 2.2 and 2.7 eV are $9.98\times10^{25}$ and $1.11\times10^{25}\ \mathrm{m^{-3}\,eV^{-1}}$. The recovered values are 4% low and 19% high, relative to these. The cause is the window. Expanding $D$ about its centre, the linear term averages to zero and the quadratic one leaves

$$\frac1{2h}\int_{-h}^{h}\left[D(E)+tD'(E)+\frac{t^2}{2}D''(E)\right]dt
=D(E)+\frac{h^2}{6}D''(E).$$

At the band centre the tail is negligible and $D''=-D/\sigma^2$. The relative shift is $-h^2/(6\sigma^2)=-0.01/0.24$, or about $-4\%$. At 2.7 eV both band and tail curve upwards, so the mean lies above the local value. A small-step derivative removes this error; it was tested against the input density at six photon energies.

The same input lets us check the fault locally. At 2.7 eV, $N=5.036\times10^{25}\ \mathrm{m^{-3}}$ and $N/E=1.865\times10^{25}\ \mathrm{m^{-3}\,eV^{-1}}$. Leaving $E$ outside the derivative gives

$$D-\frac NE=(1.112-1.865)\times10^{25}=-7.5\times10^{24}\ \mathrm{m^{-3}\,eV^{-1}}.$$

This differs from the earlier $-4.4\times10^{24}$ because it uses the local slope and the cross-section at 2.7 eV, instead of a window average and the cross-section at 2.2 eV.

A separate test summed the golden rule over discrete levels with random matrix elements. Its weighted absorption agreed with $BN(E)$ to within 0.5% of the maximum. Its window density at 2.2 eV was $9.47\times10^{25}$, against the expected $9.58\times10^{25}\ \mathrm{m^{-3}\,eV^{-1}}$. The values are in the numerical output.

## If the dipole element is constant instead

The phrase "constant optical matrix element" does not by itself fix the weighting. For a Hamiltonian $H=p^2/2m+U(\mathbf r)$ with a local potential, $[\mathbf r,H]=i\hbar\mathbf p/m$. Taking this between the two states gives

$$(E_i-E_f)\mathbf r_{fi}=\frac{i\hbar}{m}\mathbf p_{fi},\qquad
|\mathbf p_{fi}|^2=\frac{m^2E^2}{\hbar^2}|\mathbf r_{fi}|^2,$$

since $E_f-E_i=E$. A constant dipole element thus makes the squared momentum element grow as $E^2$. If the two models agree at $E_0$, then

$$nE\alpha=B\left(\frac{E}{E_0}\right)^2N(E).$$

Applying the earlier derivative would now return

$$\frac1B\frac{d(nE\alpha)}{dE}=\left(\frac{E}{E_0}\right)^2D+\frac{2E}{E_0^2}N.$$

For $E_0=2.2$ eV and $E=2.7$ eV this is $7.29\times10^{25}\ \mathrm{m^{-3}\,eV^{-1}}$, more than six times the true density. Dividing the weighted absorption $nE\alpha$ by $E^2$ isolates $N$ again:

$$\frac{n\alpha}{E}=\frac{B}{E_0^2}N(E),\qquad
D(E)=\frac{E_0^2}{B}\frac{d}{dE}\left(\frac{n\alpha}{E}\right).$$

The table itself rules out this second model, given the other assumptions. Between 2.6 and 2.8 eV, $\alpha$ falls, so $\alpha/E$ falls too, and a constant dipole element would require a negative density. A non-negative result is a necessary condition for the chosen weighting, not a proof of it.

## What limits a measured density

**A band edge that is not sharp.** Let the step be $g_c(u)=G_c\Phi(u/w)$, with $\Phi$ the cumulative normal distribution and all these final states empty. Differentiating under the integral gives

$$\frac1B\frac{dS}{dE}=\int D(x)\,\frac{e^{-(E-x)^2/(2w^2)}}{w\sqrt{2\pi}}\,dx.$$

The density is blurred by the edge. For a Gaussian band well inside the integration range, the variances add: with $w=0.15$ eV, the width becomes $\sqrt{0.2^2+0.15^2}=0.25$ eV. The band's peak falls from $9.97\times10^{25}$ to $7.98\times10^{25}\ \mathrm{m^{-3}\,eV^{-1}}$, while its area is kept.

This simple blurring requires a final density that levels off above the edge. In a real oxide it may keep rising, for example as $\sqrt u$. The derivative then contains $\int D(x)\,g_c'(E-x)\,dx$, in which shallower states continue to contribute far above their thresholds. It no longer gives a local density, and the measured $S(E)$ must be fitted or deconvolved with a realistic $g_c$.

**A background.** A constant addition $\alpha_0$ to the absorption adds $nE\alpha_0$ to $S$, and hence a false density $n\alpha_0/B$. For $\alpha_0=2.0\times10^4\ \mathrm{m^{-1}}$ this is $3.6\times10^{24}\ \mathrm{m^{-3}\,eV^{-1}}$: about 4% of the true density at the band centre, but a third of it at 2.7 eV.

**Noise.** If each $\alpha$ has an independent relative error with standard deviation $r$, the errors of the two outer points add in squares:

$$\delta D=\frac{r\sqrt{S(E+h)^2+S(E-h)^2}}{2hB}.$$

For $r=1\%$ at 2.7 eV, $\delta D=3.6\times10^{24}\ \mathrm{m^{-3}\,eV^{-1}}$, or 27% of the recovered density. A small density must here be found from the difference of two large counts. Where $S$ changes little across the window, as near 2.7 eV, a wider spacing at fixed $r$ reduces the noise roughly as $1/h$. On the steep low-energy side of the band $S(E+h)$ grows quickly with $h$, and the noise falls more slowly or even rises. The window error grows as $h^2$ to leading order wherever $D''\neq0$.

## Calculated quantities

```
refractive index n = 2.0
matrix-element energy E_P = 4.0 eV
coupling volume Omega = 1.0e-28 m^3
conduction step G_c = 5.0e+27 m^-3 eV^-1
band: total 5.0e+25 m^-3, depth 2.2 eV, sigma 0.2 eV
tail: height 1.0e+27 m^-3 eV^-1 at depth 3.2 eV, width 0.1 eV
calibration constant B = 1.09761e-20 eV m^2
cross-section B/(nE) at 2.2 eV = 2.495e-21 m^2
oscillator strength per state, 2.2 to 3.0 eV = 0.310
Columns: E (eV), alpha (1/m), n E alpha (eV/m),
  D from differences (m^-3 eV^-1), D put in (m^-3 eV^-1)
1.7  1.00242e+03  3.40823e+03      -      4.382e+24
1.8  3.46842e+03  1.24863e+04  1.515e+25  1.350e+25
1.9  9.64911e+03  3.66666e+04  3.398e+25  3.238e+25
2.0  2.17694e+04  8.70775e+04  6.044e+25  6.050e+25
2.1  4.03203e+04  1.69345e+05  8.536e+25  8.803e+25
2.2  6.23755e+04  2.74452e+05  9.578e+25  9.978e+25
2.3  8.25247e+04  3.79613e+05  8.548e+25  8.814e+25
2.4  9.62713e+04  4.62102e+05  6.083e+25  6.083e+25
2.5  1.02628e+05  5.13142e+05  3.505e+25  3.329e+25
2.6  1.03662e+05  5.39040e+05  1.806e+25  1.598e+25
2.7  1.02369e+05  5.52793e+05  1.327e+25  1.112e+25
2.8  1.01458e+05  5.68168e+05      -      1.942e+25
largest recovered D, at 2.2 eV = 9.578e+25 m^-3 eV^-1 = 9.578e+19 cm^-3 eV^-1
states between 1.7 and 2.7 eV = 5.005e+25 m^-3 = 5.005e+19 cm^-3
At E = 2.7 eV, densities in m^-3 eV^-1:
  true D = 1.112e+25
  N(E) = 5.036e+25 m^-3, N(E)/E = 1.865e+25
  E left outside the derivative: -7.533e+24
  false density from background 2.0e+04 1/m: 3.644e+24
  constant dipole (matched at 2.2 eV), E alpha used: 7.294e+25
  constant dipole, alpha/E used: 1.112e+25
  error of D for 1 % noise in alpha, h = 0.1 eV: 3.568e+24
  same error from random samples: 3.562e+24
smoothed step, width 0.15 eV: total width 0.250 eV
  band peak true 9.974e+25, recovered 7.979e+25 m^-3 eV^-1
pair-sum system: volume 4.0e-24 m^3, per spin 127 filled and 29999 empty levels
  largest deviation of n E alpha / its maximum = 0.0046
  D at 2.2 eV from pair sum 9.473e+25, expected 9.578e+25 m^-3 eV^-1
```
